# The Pauli equation and g = 2 from the Dirac equation

A slow electron in a magnetic field has two energies for each orbital state, one for each orientation of its spin. The Schrödinger Hamiltonian $\boldsymbol\pi^2/2m+V$, with $\boldsymbol\pi=\mathbf p-q\mathbf A$, contains the field but no spin, so it cannot produce this splitting. A term $-g(q/2m)\,\mathbf S\cdot\mathbf B$ can be added by hand, but then $g$ has to be supplied from outside. The Dirac equation contains no such term and no parameter $g$. What does it predict for a slow particle?

## The common starting point

The particle has mass $m$ and signed charge $q$, so $q=-|e|$ for an electron. It moves in potentials $\Phi$ and $\mathbf A$; write $V=q\Phi$, $\mathbf B=\nabla\times\mathbf A$ and $\mathbf S=\hbar\boldsymbol\sigma/2$. The Dirac equation with minimal coupling is

$$i\hbar\,\partial_t\Psi=H\Psi,\qquad H=c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta mc^2+V .$$

In the standard representation

$$\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\qquad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

Both derivations need the commutators of the components of $\boldsymbol\pi$. Functions of position commute with each other, and so do derivatives, so the mixed terms alone survive:

$$[\pi_x,\pi_y]=[-i\hbar\partial_x,-qA_y]+[-qA_x,-i\hbar\partial_y].$$

Since $[\partial_x,A_y]=\partial_xA_y$ and $[A_x,\partial_y]=-\partial_yA_x$,

$$[\pi_x,\pi_y]=iq\hbar\,(\partial_xA_y-\partial_yA_x)=iq\hbar B_z .\tag{1}$$

The other two relations follow by cyclic permutation of $x,y,z$. The field may vary in space.

## First derivation: eliminating the small component

The rest energy makes every positive-energy state oscillate rapidly. Remove that oscillation by writing

$$\Psi=e^{-imc^2t/\hbar}\begin{pmatrix}\varphi\\ \chi\end{pmatrix},$$

where $\varphi$ and $\chi$ have two components each. The time derivative of the phase contributes $mc^2$ to both rows on the left. On the right, $\beta mc^2$ contributes $+mc^2$ to the upper row and $-mc^2$ to the lower. The rest energy therefore cancels in the upper row and doubles in the lower:

$$i\hbar\,\partial_t\varphi=V\varphi+c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi,\tag{2}$$

$$(2mc^2+i\hbar\,\partial_t-V)\chi=c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi.\tag{3}$$

Now assume that $(i\hbar\partial_t-V)\chi$ is small compared with $2mc^2\chi$. For a stationary state of energy $mc^2+E$ this means $|E-V|\ll2mc^2$ wherever $\chi$ matters. For time-dependent fields it also requires that they vary slowly on the scale $\hbar/2mc^2$. Then (3) gives

$$\chi\simeq\frac{\boldsymbol\sigma\cdot\boldsymbol\pi}{2mc}\,\varphi .\tag{4}$$

For a particle of speed $v$, $\boldsymbol\pi$ is of size $mv$, so the ratio of $\chi$ to $\varphi$ is of order $v/2c$ or smaller. Even so, $\chi$ cannot be dropped from (2), because there it is multiplied by $c$. Inserting (4) in (2) gives

$$i\hbar\,\partial_t\varphi=\left[\frac{(\boldsymbol\sigma\cdot\boldsymbol\pi)^2}{2m}+V\right]\varphi .\tag{5}$$

The square is evaluated with $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\varepsilon_{ijk}\sigma_k$. The Pauli matrices commute with $\boldsymbol\pi$, but the order of the $\pi_i$ must be kept:

$$(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\sum_{ij}\sigma_i\sigma_j\,\pi_i\pi_j=\boldsymbol\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi).$$

For ordinary vectors the cross product would vanish. Here its $z$ component is $\pi_x\pi_y-\pi_y\pi_x=iq\hbar B_z$ by (1), and similarly for the others, so $\boldsymbol\pi\times\boldsymbol\pi=iq\hbar\mathbf B$. The two factors of $i$ give the minus sign in

$$(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\boldsymbol\pi^2-q\hbar\,\boldsymbol\sigma\cdot\mathbf B .\tag{6}$$

Equation (5) becomes the Pauli equation:

$$i\hbar\,\partial_t\varphi=\left[\frac{\boldsymbol\pi^2}{2m}+V-\frac{q\hbar}{2m}\,\boldsymbol\sigma\cdot\mathbf B\right]\varphi .\tag{7}$$

Since $\hbar\boldsymbol\sigma=2\mathbf S$, the last term is $-2(q/2m)\,\mathbf S\cdot\mathbf B$, and therefore $g=2$. For an electron it equals $+(|e|\hbar/2m)\,\boldsymbol\sigma\cdot\mathbf B$, so the state with spin opposite to the field lies lower. If $\mathbf B=0$, the term vanishes and both spin components obey the same Schrödinger equation.

The factor 2 is measured against orbital motion. In a uniform field take $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. Its divergence is zero, so $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$ as operators, and

$$\mathbf A\cdot\mathbf p=\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf r\times\mathbf p)=\tfrac12\mathbf B\cdot\mathbf L .$$

Hence $\boldsymbol\pi^2=\mathbf p^2-2q\mathbf A\cdot\mathbf p+q^2\mathbf A^2=\mathbf p^2-q\mathbf B\cdot\mathbf L+q^2\mathbf A^2$. The terms of (7) linear in the field add up to

$$-\frac{q}{2m}(\mathbf L+2\mathbf S)\cdot\mathbf B .$$

Per unit of angular momentum, spin couples twice as strongly as orbital motion.

## Second derivation: a unitary transformation

The second route, the lowest-order Foldy–Wouthuysen transformation, discards no component at the start. It changes the basis so that the upper and lower components decouple. Write

$$H=\beta mc^2+V+O,\qquad O=c\,\boldsymbol\alpha\cdot\boldsymbol\pi .$$

The operator $O$ is odd: it connects upper with lower components. The other two terms are even. From the matrices above, $\beta O=-O\beta$ and $\beta^2=1$. Define

$$\Psi'=e^{S}\Psi,\qquad S=\frac{\beta O}{2mc^2}.$$

Because $(\beta O)^\dagger=O\beta=-\beta O$, $S$ is anti-Hermitian and $e^S$ is unitary. The new Hamiltonian is

$$H'=H+[S,H]+\tfrac12[S,[S,H]]+\dots+i\hbar(\partial_te^S)e^{-S}.$$

Count powers of $1/c$ with $m$, the potentials and the momenta in the state held fixed. Then $\beta mc^2$ is of order $c^2$, $O$ of order $c$, $V$ of order 1, and $S$ of order $1/c$. The commutators needed are

$$[S,\beta mc^2]=\tfrac12(\beta O\beta-\beta\beta O)=\tfrac12(-O-O)=-O,$$

$$[S,O]=\frac{\beta O^2-O\beta O}{2mc^2}=\frac{\beta O^2}{mc^2}.$$

The first removes the odd term $O$ from $H'$, which is why $S$ was chosen in this form. It also gives the double commutator

$$\tfrac12[S,[S,\beta mc^2]]=-\tfrac12[S,O]=-\frac{\beta O^2}{2mc^2}.$$

Adding $[S,O]$ leaves half of it:

$$H'=\beta mc^2+V+\frac{\beta O^2}{2mc^2}+\text{remainder}.$$

In the remainder, $[S,V]$, the leading term of $i\hbar(\partial_te^S)e^{-S}$, which is $i\hbar\,\partial_tS$, and the terms cubic in $O$ are odd and of order $1/c$. The even terms start at order $1/c^2$. An odd term of order $1/c$ acts across a gap of about $2mc^2$. It admixes a lower component of order $1/c^3$ and, acting once more, changes the upper-component energy at order $1/c^4$. At order 1, then, the two blocks are decoupled.

Since $O^2=c^2(\boldsymbol\sigma\cdot\boldsymbol\pi)^2$ in each block, the upper block is

$$H'_{\rm upper}=mc^2+V+\frac{(\boldsymbol\sigma\cdot\boldsymbol\pi)^2}{2m}.$$

The square can be found without the product rule for Pauli matrices. With $\pi_\pm=\pi_x\pm i\pi_y$,

$$\boldsymbol\sigma\cdot\boldsymbol\pi=\begin{pmatrix}\pi_z&\pi_-\\ \pi_+&-\pi_z\end{pmatrix},$$

$$(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\begin{pmatrix}\pi_z^2+\pi_-\pi_+&[\pi_z,\pi_-]\\ [\pi_+,\pi_z]&\pi_z^2+\pi_+\pi_-\end{pmatrix}.$$

By (1) and its cyclic partners,

$$\pi_\mp\pi_\pm=\pi_x^2+\pi_y^2\pm i[\pi_x,\pi_y]=\pi_x^2+\pi_y^2\mp q\hbar B_z,$$

$$[\pi_z,\pi_-]=[\pi_z,\pi_x]+i[\pi_y,\pi_z]=iq\hbar B_y-q\hbar B_x=-q\hbar(B_x-iB_y).$$

The lower-left entry is the Hermitian conjugate, $-q\hbar(B_x+iB_y)$. Together the field terms form the matrix $-q\hbar\,\boldsymbol\sigma\cdot\mathbf B$. This is (6) again, and removing the constant $mc^2$ gives (7).

## How large is the neglected part?

For a stationary state, (3) can be solved without approximation for $\chi$, provided $2mc^2+E-V$ does not vanish. Expanding the result to one further order gives

$$\chi\simeq\frac{1}{2mc}\left(1-\frac{E-V}{2mc^2}\right)\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi .$$

The relative error of (4) is thus of size $|E-V|/2mc^2$. Let $\varphi_P$ be a normalized Pauli state of energy $E_P$. If that level is degenerate, $\varphi_P$ must be the state that the Dirac solution $\varphi$ approaches as $1/c\to0$, not an arbitrary combination. Insert this $\chi$ in (2) and take the inner product with $\varphi_P$. The Pauli Hamiltonian, acting to the left, gives $E_P$. In the correction term $E$ and $\varphi$ may be replaced by $E_P$ and $\varphi_P$, since the difference is of higher order. The Dirac energy then exceeds the Pauli energy by

$$\delta=-\frac{\langle\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi_P|\,(E_P-V)\,|\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi_P\rangle}{4m^2c^4}\,c^2 .\tag{8}$$

The shift falls as $1/c^2$. Its sign depends on where $\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi_P$ is concentrated: regions with $V>E_P$ raise the energy.

## An electron in a well

Take an electron in Hartree atomic units, where $\hbar=m=|e|=1$ and $c=137.036$. Its canonical momenta along $y$ and $z$ are zero. Along $x$ it moves in the model well $V=-4\,e^{-x^2/32}$ hartree, with $x$ in bohr. The field is $B_0=0.1$ atomic units along $z$, or $2.35\times10^4$ T (far above static laboratory fields), described by $A_y=B_0x$. The Pauli Hamiltonian is then

$$\frac{p_x^2}{2}+\frac{(0.1\,x)^2}{2}+V(x)\pm0.05 ,$$

with the upper sign for spin up. Without the spin term, diagonalization on a grid gives a lowest level of $-3.750684$ hartree. The Pauli levels are therefore $-3.800684$ (down) and $-3.700684$ (up), a splitting of 0.1 hartree.

The four-component Dirac Hamiltonian, diagonalized in a basis of oscillator functions, has no spin term to begin with. Its two lowest positive-energy levels lie above the Pauli levels by these amounts:

| Spin | Dirac minus Pauli (hartree) | $\delta$ from (8) (hartree) |
|---|---|---|
| down | $3.048\times10^{-7}$ | $3.048\times10^{-7}$ |
| up | $2.502\times10^{-7}$ | $2.502\times10^{-7}$ |

The Dirac splitting is 0.09999995 hartree, or 2.7211 eV. Because the Bohr magneton is $\tfrac12$ in these units,

$$g=2+\frac{(2.502-3.048)\times10^{-7}}{0.5\times0.1}=2-1.1\times10^{-6}.$$

The lowest-order value is 2. The small deviation is a $1/c^2$ effect that depends on the strength of the field. In this one-dimensional geometry it equals $-2B_0^2\langle x^2\rangle/c^2$, with $\langle x^2\rangle=1.03$ bohr$^2$ for this state. At $B_0=0.05$ it is $-2.8\times10^{-7}$, and at this order it vanishes as $B_0\to0$. It does not represent the weak-field correction to $g$ of an electron bound in an atom. Repeating the spin-down calculation with $c$ halved and quartered raises the energy difference to $1.219\times10^{-6}$ and $4.878\times10^{-6}$ hartree, a factor of 4 each time.

The spin-up shift is the smaller one, although $T=\langle(\boldsymbol\sigma\cdot\boldsymbol\pi)^2\rangle/2m$ is larger for spin up: 0.17697 against 0.07697 hartree. Equation (8) shows why. It can be written $\delta=-T\,\overline{(E_P-V)}/2mc^2$, where the bar is an average weighted by $|\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi_P|^2$. With $2mc^2=37558$ hartree, the averages are $-0.149$ hartree (down) and $-0.053$ hartree (up). Subtracting these from $E_P$ gives weighted averages of $V$ of $-3.652$ (down) and $-3.648$ hartree (up), which nearly agree. The difference of 0.096 hartree is therefore the 0.1 hartree by which the spin-up level lies higher, less 0.004 hartree from the different weighting. This outweighs its larger $T$.

By (4), the weight of the small component relative to the large one is $T/2mc^2$. For spin down this is $0.07697/37558=2.05\times10^{-6}$, and the Dirac eigenvector gives the same value to these digits.

Equation (6) also says that the spin responds to the local field. Replace the uniform field by $B(x)=0.1+0.05x^2$, described by $A_y=0.1x+0.05x^3/3$. Its average over the lowest orbital state, calculated without the spin term, is 0.1482, so first-order perturbation theory predicts a splitting of 0.1482 hartree. The Pauli and Dirac calculations both give 0.1484 hartree. The remaining 0.0002 hartree, about 0.1% of the splitting, is the effect of the spin term beyond first order.

## What each derivation assumes

Both derivations rest on the Dirac equation with minimal coupling, and the value of $g$ depends on that. If $H$ contained an additional even term $-\mu'\beta\,\boldsymbol\Sigma\cdot\mathbf B$, with $\boldsymbol\Sigma$ equal to $\boldsymbol\sigma$ in each block and $\mu'$ independent of $c$, it would pass into the upper block as $-\mu'\boldsymbol\sigma\cdot\mathbf B$ and change $g$. Effects of the quantized electromagnetic field are outside both derivations.

The elimination makes an assumption about the state: $\chi$ must vary slowly once the phase $e^{-imc^2t/\hbar}$ is removed. A negative-energy state violates this. For it $i\hbar\partial_t\chi\simeq-2mc^2\chi$, which cancels the term that was supposed to dominate (3). The unitary transformation makes an assumption about operators: $O$ must be small beside $mc^2$, and the fields must vary slowly, when acting on the states of interest. It treats both signs of energy together, and its lower block is $-mc^2+V-(\boldsymbol\sigma\cdot\boldsymbol\pi)^2/2m$.

The two-component functions also differ. The squared norm of $\varphi$ falls short of 1 by the weight of $\chi$, that is, by its squared norm. To find the transformed components, use $(\beta O)^2=-O^2$ and expand $e^S$ to second order, inserting (4) for $\chi$:

$$\chi'\simeq\chi-\frac{\boldsymbol\sigma\cdot\boldsymbol\pi}{2mc}\varphi\simeq0,$$

$$\varphi'\simeq\varphi+\frac{\boldsymbol\sigma\cdot\boldsymbol\pi}{2mc}\chi-\frac{(\boldsymbol\sigma\cdot\boldsymbol\pi)^2}{8m^2c^2}\varphi\simeq\left[1+\frac{(\boldsymbol\sigma\cdot\boldsymbol\pi)^2}{8m^2c^2}\right]\varphi .$$

The squared norm of $\varphi'$ exceeds that of $\varphi$ by $\langle(\boldsymbol\sigma\cdot\boldsymbol\pi)^2\rangle/4m^2c^2$, which is the weight of $\chi$ given by (4). The transformation has moved that weight into the upper component. At the order of the Pauli equation $\varphi$ and $\varphi'$ coincide. At order $1/c^2$ they do not. There $\varphi$ alone no longer gives probabilities or expectation values. Rescaling $\varphi$ by a constant is not enough in general, because $\chi$ is distributed differently in space and contributes at the same order. The unitary route keeps the norm throughout, but at this order an observable must be transformed with $e^S$ as well before it is used with $\varphi'$.

In general, both approximations lose their justification when kinetic energies, potential differences across the region where the state has appreciable weight, or the magnetic energy $|q|\hbar B/m$ become comparable with $mc^2$, or when the fields change appreciably within a time $\hbar/2mc^2$. Avoiding these conditions does not make the neglected terms unimportant. Near a heavy nucleus a region of very small weight can matter. In a screened Coulomb model with $Z=79$ the 6s state has a mean kinetic energy of about $10^{-4}mc^2$ and a weight of about $5\times10^{-5}$ where $|E-V|>0.1\,mc^2$, yet its Dirac level lies tens of percent below the Schrödinger level. The neglected terms must also be compared with the spin term that (7) keeps. For the 2p level of hydrogen the fine structure, $1.7\times10^{-6}$ hartree, is comparable to the spin splitting at 1 T, $4.3\times10^{-6}$ hartree. At 0.01 T the lowest doublet splits by $\tfrac23\mu_BB$, with $\mu_B$ the Bohr magneton, which (7) alone does not give.
